**Transport coupling from a resistivity slope**

The program examines λ_s = (Ω_p²/8π²) dρ/d(k_BT) in atomic units, where Ω_p is the bare Drude plasma frequency and ρ the resistivity. It asserts that golden-rule emission and absorption rates reproduce the variational scattering rate, that the exact rate does not exceed it, and that the high-temperature limit is linear. A direction-resolved two-sheet model confirms that λ_s is the Drude-weighted harmonic mean of the sheet couplings, below the arithmetic mean λ_tr. Further assertions cover the Drude weight, the unit conversion, the finite-phonon correction and the limits of the mass enhancement. A known coupling of 0.180 is recovered as 0.181 after correction, against 0.192 before it. For rough titanium disilicide inputs the output gives λ_s = 0.197 raw and 0.186 corrected. The largest neglected effect sized there is resistivity saturation, which would raise the value by about 10 percent in a parallel-resistor estimate.

## Numerical verification

```python
"""Transport electron-phonon coupling from the high-temperature resistivity slope.

Result under test (atomic units, T means k_B*T):
    lambda_s = Omega_p**2 / (8 pi**2) * d(rho)/dT
Omega_p : bare Drude plasma frequency along the current
rho     : resistivity;  1/tau : transport scattering rate
lambda_s equals lambda_tr = 2*int(alpha_tr^2F/omega) when the velocity relaxes
as one mode, and is a lower bound to lambda_tr otherwise.
Finite phonon energy replaces T by G(T) = T*<(x/sinh x)^2>, x = omega/(2T).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit

pi = np.pi
KB = sc.k / sc.e                                   # eV/K
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
RHO_AU = sc.hbar * BOHR / sc.e**2 * 1e8            # microohm cm per atomic unit


def coupling_from_slope(slope, plasma_ev):
    """slope in microohm cm per K, plasma energy in eV."""
    slope_au = slope / RHO_AU * HARTREE / KB
    return (plasma_ev / HARTREE)**2 * slope_au / (8 * pi**2)


def rate_from_resistivity(rho, plasma_ev):
    """hbar/tau in eV from rho in microohm cm."""
    return rho / RHO_AU * (plasma_ev / HARTREE)**2 / (4 * pi) * HARTREE


def effective_temperature(t, w0, debye=False):
    """G(T) for one phonon energy w0, or a Debye-like spectrum of equal <w^2>."""
    def shape(w):
        x = w / (2 * t)
        return (x / np.sinh(x))**2 if x > 1e-8 else 1.0
    if not debye:
        return t * shape(w0)
    top = w0 * np.sqrt(1.5)
    return t * quad(lambda s: 4 * s**3 * shape(s * top), 0, 1, epsabs=1e-13)[0]


def boltzmann_rates(t, w0, lam_out, mean_cos, m):
    """Exact and variational 1/tau from golden-rule emission and absorption."""
    h = w0 / m
    half = int(np.ceil(25 * t / h))
    e = h * np.arange(-half, half + 1)
    occ, emp = expit(-e / t), expit(e / t)
    n = 1 / np.expm1(w0 / t)
    strength = 2 * pi * lam_out * w0 / 2
    p = np.zeros((e.size, e.size))
    i = np.arange(e.size - m)
    p[i, i + m] = strength * n * occ[i] * emp[i + m]          # absorption
    p[i + m, i] = strength * (n + 1) * occ[i + m] * emp[i]    # emission
    assert np.allclose(p, p.T, rtol=1e-9, atol=1e-16)         # detailed balance
    op = (np.diag(p.sum(axis=1)) - mean_cos * p) / t
    drive = occ * emp / t
    u = np.linalg.solve(op / drive[:, None], np.ones(e.size))
    return 1 / (h * drive @ u), h * op.sum()


# ---- Drude weight: Fermi-surface form against band-curvature form
k = 2 * pi * np.arange(40) / 40
kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
band = -2 * (np.cos(kx) + np.cos(ky) + np.cos(kz)) + 1.5
temp = 0.3
surface = np.mean((2 * np.sin(kx))**2 * expit(band/temp) * expit(-band/temp) / temp)
curvature = np.mean(expit(-band / temp) * 2 * np.cos(kx))
assert abs(surface / curvature - 1) < 1e-4

# ---- units: free-electron gas computed wholly in SI
plasma = 4.2                                      # eV
density = sc.epsilon_0 * sc.m_e * (plasma * sc.e / sc.hbar)**2 / sc.e**2
fermi = sc.hbar**2 * (3 * pi**2 * density)**(2 / 3) / (2 * sc.m_e)
dos = (2 * sc.m_e / sc.hbar**2)**1.5 * np.sqrt(fermi) / (2 * pi**2)
tau = sc.hbar / (2 * pi * 0.2 * sc.k * 400)
sigma = sc.e**2 * dos * (2 * fermi / sc.m_e) / 3 * tau
assert abs(coupling_from_slope(1e8 / sigma / 400, plasma) / 0.2 - 1) < 1e-6

# ---- energy-resolved Boltzmann equation
lam_out, mean_cos = 0.30, 0.40
lam_known = lam_out * (1 - mean_cos)
for t in (0.8, 1.5, 3.0):
    exact, trial = boltzmann_rates(t, 1.0, lam_out, mean_cos, 4)
    formula = 2 * pi * lam_known * effective_temperature(t, 1.0)
    assert abs(trial / formula - 1) < 1e-6
    assert exact <= trial * (1 + 1e-9)
hot = boltzmann_rates(10.0, 1.0, lam_out, mean_cos, 2)[0]
hot_ratio = hot / (2 * pi * lam_known * 10.0)
assert abs(hot_ratio - 1) < 1.5e-3                # leftover is of order 1/(12*T^2)

# ---- leading finite-phonon correction of a chord slope
for debye in (False, True):
    chord = (effective_temperature(15, 1, debye)
             - effective_temperature(10, 1, debye)) / 5
    assert abs((chord - 1) * 12 * 150 - 1) < 0.01

# ---- two Fermi sheets resolved by direction, elastic limit
mu, wmu = np.polynomial.legendre.leggauss(8)
az = 2 * pi * np.arange(8) / 8
cz, aa = [q.ravel() for q in np.meshgrid(mu, az, indexing="ij")]
sz = np.sqrt(1 - cz**2)
dirs = np.column_stack([sz * np.cos(aa), sz * np.sin(aa), cz])
dir_weight = np.repeat(wmu / 2, 8) / 8
share, speed = np.array([0.5, 0.5]), np.array([1.2, 0.8])
pair = np.array([[0.2, 0.1], [0.1, 0.5]])
forward = 0.3                                     # mean cosine within a sheet
weight = np.concatenate([s * dir_weight for s in share])
vel = np.concatenate([s * dirs[:, 0] for s in speed])
cosine = dirs @ dirs.T
kernel = np.block([[pair[a, b] * (1 + 3 * forward * cosine * (a == b))
                    for b in range(2)] for a in range(2)])
scat = weight[:, None] * weight[None, :] * kernel
norm = np.sum(weight * vel**2)
lam_trial = 0.5 * np.sum(scat * (vel[:, None] - vel[None, :])**2) / norm
op = np.diag(scat.sum(axis=1)) - scat
resp = np.linalg.lstsq(op, weight * vel, rcond=1e-11)[0]
lam_slope = norm / np.sum(weight * vel * resp)
sheet = np.array([pair[a, a] * share[a] * (1 - forward)
                  + pair[a, 1 - a] * share[1 - a] for a in range(2)])
drude = share * speed**2 / np.sum(share * speed**2)
assert abs(lam_trial / (drude @ sheet) - 1) < 1e-8
assert abs(lam_slope * (drude @ (1 / sheet)) - 1) < 1e-8
assert lam_slope < lam_trial


# ---- phonon mass enhancement relative to lambda, phonon energy = 1
def mass_fraction(t):
    def integrand(y):
        g = expit(y / t) * expit(-y / t) / t
        return g * np.tanh(y / (2 * t)) / t * np.log(abs((y + 1) / (y - 1)))
    return (quad(integrand, 0, 1, limit=200)[0]
            + quad(integrand, 1, max(2, 40 * t), limit=200)[0])


assert abs(mass_fraction(0.02) - 1) < 0.01
assert abs(mass_fraction(5.0)) < 0.03

# ---- worked example: titanium disilicide film, rough typical inputs
temp1, temp2, rho1, rho2 = 300.0, 500.0, 15.0, 24.0
phonon, speed_f, thickness, spacing = 0.030, 0.4, 50.0, 0.26  # eV, nm/fs, nm, nm
t1, t2 = KB * temp1, KB * temp2
slope = (rho2 - rho1) / (temp2 - temp1)
lam_raw = coupling_from_slope(slope, plasma)
g1, g2 = [effective_temperature(t, phonon) for t in (t1, t2)]
d1, d2 = [effective_temperature(t, phonon, True) for t in (t1, t2)]
factor = (g2 - g1) / (t2 - t1)
factor_debye = (d2 - d1) / (t2 - t1)
factor_lead = 1 + phonon**2 / (12 * t1 * t2)
assert abs(factor - factor_lead) < 0.012 and abs(factor_debye - factor_lead) < 0.012
lam = lam_raw / factor
residual = rho1 - slope / factor * g1 / KB
rate1, rate2 = [rate_from_resistivity(r, plasma) for r in (rho1, rho2)]
hbar_fs = sc.hbar / sc.e * 1e15                   # eV fs
path1, path2 = [hbar_fs * speed_f / r for r in (rate1, rate2)]

# recovery of a known coupling from the exact Boltzmann resistivity
known = [boltzmann_rates(t, phonon, lam_out, mean_cos, 4)[0] for t in (t1, t2)]
known_rho = [4 * pi * r / HARTREE / (plasma / HARTREE)**2 * RHO_AU for r in known]
back_raw = coupling_from_slope((known_rho[1] - known_rho[0]) / (temp2 - temp1), plasma)
back = back_raw / factor
assert abs(back / lam_known - 1) < 0.03           # energy-dependent relaxation remains
assert abs(back - lam_known) < abs(back_raw - lam_known)

# neglected effects, each as the percent change to apply to lambda
rho_sat = rho1 * (hbar_fs * speed_f / spacing) / rate1       # path = atomic spacing
ideal = [r / (1 - r / rho_sat) for r in (rho1, rho2)]
c_sat = 100 * ((ideal[1] - ideal[0]) / (rho2 - rho1) - 1)
gruneisen, expansion, mid = 2.0, 3e-5, 0.5 * (temp1 + temp2)
soft = [q * np.exp(2 * gruneisen * expansion * (q - mid)) for q in (temp1, temp2)]
c_soft = 100 * ((temp2 - temp1) / (soft[1] - soft[0]) - 1)


def film_resistivity(rho, path):
    """Diffuse surfaces: angular average of the film-averaged conductivity."""
    r = path / thickness
    part = quad(lambda u: 1.5 * (1 - u*u) * (1 - u*r*(1 - np.exp(-1/(u*r)))), 0, 1)[0]
    return rho / part


film1, film2 = film_resistivity(rho1, path1), film_resistivity(rho2, path2)
c_film = 100 * ((rho2 - rho1) / (film2 - film1) - 1)
axes = np.array([0.85, 1.0, 1.15])                # relative Omega_p^2 along the axes
c_axes = 100 * (1 / (np.mean(axes) * np.mean(1 / axes)) - 1)
scaled = sheet * lam / lam_slope
gamma = rate_from_resistivity(residual, plasma)
two = [1 / np.sum(drude / (gamma + 2 * pi * scaled * t)) for t in (t1, t2)]
chord_two = (two[1] - two[0]) / (t2 - t1) / (2 * pi)
assert chord_two >= lam
c_imp = 100 * (lam / chord_two - 1)
lam_low, lam_high = [coupling_from_slope(slope, plasma * s) / factor for s in (0.95, 1.05)]

print(f"temperatures: {temp1:.0f} and {temp2:.0f} K")
print(f"resistivities (rough inputs): {rho1:.1f} and {rho2:.1f} microohm cm")
print(f"bare plasma energy (rough input): {plasma:.2f} eV")
print(f"transport phonon energy (rough input): {phonon:.3f} eV")
print(f"thermal energies k_B T: {t1:.5f} and {t2:.5f} eV")
print(f"chord slope: {slope:.4f} microohm cm/K")
print(f"lambda per (eV^2 microohm cm/K): {coupling_from_slope(1, 1):.5f}")
print(f"raw lambda_s: {lam_raw:.4f}")
print(f"chord factor, one phonon energy: {factor:.4f}")
print(f"chord factor, Debye-like spectrum: {factor_debye:.4f}")
print(f"chord factor, leading term: {factor_lead:.4f}")
print(f"corrected lambda_s: {lam:.4f}")
print(f"asymptotic slope: {slope / factor:.5f} microohm cm/K")
print(f"effective temperatures G/k_B: {g1 / KB:.1f} and {g2 / KB:.1f} K")
print(f"residual resistivity: {residual:.2f} microohm cm")
print(f"total hbar/tau: {rate1:.4f} and {rate2:.4f} eV")
print(f"Fermi speed (rough input): {speed_f:.2f} nm/fs")
print(f"mean free paths: {path1:.2f} and {path2:.2f} nm")
print(f"Boltzmann test, known lambda_tr: {lam_known:.4f}")
print(f"Boltzmann test, raw and corrected: {back_raw:.4f} and {back:.4f}")
print(f"Boltzmann test, rate/(2 pi lambda T) at T = 10 omega: {hot_ratio:.5f}")
print(f"two sheets, couplings: {sheet[0]:.4f} and {sheet[1]:.4f}")
print(f"two sheets, Drude shares: {drude[0]:.4f} and {drude[1]:.4f}")
print(f"two sheets, lambda_s and lambda_tr: {lam_slope:.4f} and {lam_trial:.4f}")
print(f"two sheets, lambda_tr/lambda_s: {lam_trial / lam_slope:.4f}")
print(f"mass enhancement/lambda at T = 0.02 omega: {mass_fraction(0.02):.4f}")
print(f"mass enhancement/lambda at {mid:.0f} K: {mass_fraction(KB * mid / phonon):.4f}")
print(f"mass enhancement/lambda at T = 5 omega: {mass_fraction(5.0):.4f}")
print(f"lambda if a dressed Drude weight is used: {lam / (1 + lam):.4f}")
print(f"lambda for plasma energy -5 and +5 percent: {lam_low:.4f} and {lam_high:.4f}")
print(f"atomic spacing (rough input): {spacing:.2f} nm")
print(f"saturation resistivity estimate: {rho_sat:.0f} microohm cm")
print(f"change to lambda, saturation: {c_sat:+.1f} percent")
print(f"Gruneisen parameter (model input): {gruneisen:.1f}")
print(f"volume expansion (model input): {expansion:.1e} per K")
print(f"change to lambda, phonon softening: {c_soft:+.1f} percent")
print(f"film thickness: {thickness:.0f} nm")
print(f"film resistivities for bulk inputs: {film1:.2f} and {film2:.2f} microohm cm")
print(f"change to lambda, film surfaces: {c_film:+.2f} percent")
print(f"axis Omega_p^2 ratios (model): {axes[0]:.2f}, {axes[1]:.2f}, {axes[2]:.2f}")
print(f"largest change to lambda, crystal anisotropy: {c_axes:+.2f} percent")
print(f"change to lambda, impurities with two sheets: {c_imp:+.2f} percent")
print("verified")
```

Running it gives:

```
temperatures: 300 and 500 K
resistivities (rough inputs): 15.0 and 24.0 microohm cm
bare plasma energy (rough input): 4.20 eV
transport phonon energy (rough input): 0.030 eV
thermal energies k_B T: 0.02585 and 0.04309 eV
chord slope: 0.0450 microohm cm/K
lambda per (eV^2 microohm cm/K): 0.24844
raw lambda_s: 0.1972
chord factor, one phonon energy: 1.0590
chord factor, Debye-like spectrum: 1.0580
chord factor, leading term: 1.0673
corrected lambda_s: 0.1862
asymptotic slope: 0.04249 microohm cm/K
effective temperatures G/k_B: 268.5 and 480.3 K
residual resistivity: 3.59 microohm cm
total hbar/tau: 0.0356 and 0.0569 eV
Fermi speed (rough input): 0.40 nm/fs
mean free paths: 7.40 and 4.62 nm
Boltzmann test, known lambda_tr: 0.1800
Boltzmann test, raw and corrected: 0.1917 and 0.1811
Boltzmann test, rate/(2 pi lambda T) at T = 10 omega: 0.99917
two sheets, couplings: 0.1200 and 0.2250
two sheets, Drude shares: 0.6923 and 0.3077
two sheets, lambda_s and lambda_tr: 0.1401 and 0.1523
two sheets, lambda_tr/lambda_s: 1.0870
mass enhancement/lambda at T = 0.02 omega: 1.0013
mass enhancement/lambda at 400 K: 0.2805
mass enhancement/lambda at T = 5 omega: 0.0169
lambda if a dressed Drude weight is used: 0.1570
lambda for plasma energy -5 and +5 percent: 0.1681 and 0.2053
atomic spacing (rough input): 0.26 nm
saturation resistivity estimate: 427 microohm cm
change to lambda, saturation: +9.8 percent
Gruneisen parameter (model input): 2.0
volume expansion (model input): 3.0e-05 per K
change to lambda, phonon softening: -4.6 percent
film thickness: 50 nm
film resistivities for bulk inputs: 15.88 and 24.86 microohm cm
change to lambda, film surfaces: +0.21 percent
axis Omega_p^2 ratios (model): 0.85, 1.00, 1.15
largest change to lambda, crystal anisotropy: -1.51 percent
change to lambda, impurities with two sheets: -0.16 percent
verified
```
